**Vacuum birefringence and the matching helium pressure**

For light crossing a static field $B$ at right angles, the one-loop vacuum has $n_\parallel-n_\perp=3AB^2$ with $A=2\alpha_{\rm f}^2\hbar^3/(45\mu_0m^4c^5)$, where $\alpha_{\rm f}$ is the fine-structure constant and $m$ the electron mass. Helium of number density $N$ has $N\Delta\eta B^2/(4\varepsilon_0)$, where $\Delta\eta$ is the anisotropy of the quadratic change of its polarizability in the field. The program asserts that the weak-field Lagrangian agrees with the unexpanded proper-time integrand and with its quadrature for a magnetic field. It also asserts that the two indices agree with the roots of the full plane-wave determinant. For helium, in a smaller basis, it compares the $\Delta\eta$ assembled from its diamagnetic and Larmor parts with energies in finite fields and with the optical response of the complete magnetic Hamiltonian. The output gives $3A=3.97\times10^{-24}$ T$^{-2}$ and $\Delta\eta=1.064$ atomic units at 1064 nm. The two effects are equal at $1.77\times10^{-8}$ atm and 293.15 K.

## Numerical verification

```python
"""
Result under test: for light crossing a static magnetic field B at right angles,
  vacuum:  n_par - n_perp = 3 A B^2,  A = 2 alpha^2 hbar^3/(45 mu0 m^4 c^5)
  helium:  n_par - n_perp = N Delta_eta B^2/(4 eps0)
and the two are equal at the pressure P = 12 eps0 k T A/Delta_eta.
par/perp: electric vector of the light along / across B.
N: number density; Delta_eta = eta_par - eta_perp, where the polarizability
in the field is alpha_ii(B) = alpha + eta_i B^2/2.
Helium: two-electron full configuration interaction, atomic units, B along z,
H = H0 + (B/2) L_z + (B^2/8) sum(x^2+y^2).
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import lu_factor, lu_solve
from pyscf import gto

# ---------------------------------------------------------------- vacuum
hbar, c, e, m = const.hbar, const.c, const.e, const.m_e
mu0, eps0, fine = const.mu_0, const.epsilon_0, const.fine_structure
A = 2 * fine**2 * hbar**3 / (45 * mu0 * m**4 * c**5)
B_crit = m**2 * c**2 / (e * hbar)
assert abs(A * 90 * np.pi * B_crit**2 / fine - 1) < 1e-7

# Quartic part of the proper-time integrand, against the unexpanded function
mp.mp.dps = 40
for x, y in ((mp.mpf('0.001'), mp.mpf('0.0007')),
             (mp.mpf('0.0004'), mp.mpf('0.0013'))):
    remainder = x * mp.coth(x) * y * mp.cot(y) - 1 - (x**2 - y**2) / 3
    quartic = -((x**2 - y**2)**2 + 7 * x**2 * y**2) / 45
    assert abs(remainder / quartic - 1) < 1e-5

# One-loop Lagrangian of a pure magnetic field by quadrature, in SI units
field_ratio = mp.mpf('0.05')


def proper_time_integrand(s):
    z = field_ratio * s
    return mp.exp(-s) * (z * mp.coth(z) - 1 - z**2 / 3) / s**3


integral = mp.quad(proper_time_integrand, [mp.mpf('0.001'), 1, 5, 15, 70])
loop_density = -m**4 * c**5 / (8 * np.pi**2 * hbar**3) * float(integral)
B_test = float(field_ratio) * B_crit
loop_ratio = mu0 * loop_density / B_test**4 / A
# neglected: next order in the field and the cut at small proper time
assert abs(loop_ratio - (1 - 4 * float(field_ratio)**2 / 7)) < 5e-5

# Plane waves from the Hessian of the Lagrangian (c = mu0 = B = 1, q = A B^2)
q = sp.Rational(1, 10000)
E_sym = sp.Matrix(sp.symbols('e1:4'))
B_sym = sp.Matrix(sp.symbols('b1:4'))
S_inv = E_sym.dot(E_sym) - B_sym.dot(B_sym)
P_inv = E_sym.dot(B_sym)
lagrangian = S_inv / 2 + q * (S_inv**2 + 7 * P_inv**2)
variables = list(E_sym) + list(B_sym)
hess = sp.hessian(lagrangian, variables).subs(
    dict(zip(variables, (0, 0, 0, 0, 0, 1))))
n_sym = sp.symbols('n')


def wave_matrix(k):
    K = sp.Matrix([[0, -k[2], k[1]], [k[2], 0, -k[0]], [-k[1], k[0], 0]])
    return (hess[:3, :3] + n_sym * hess[:3, 3:] * K
            - n_sym * K * hess[3:, :3] - n_sym**2 * K * hess[3:, 3:] * K)


def indices(matrix):
    roots = sp.Poly(sp.expand(matrix.det()), n_sym).nroots(n=30, maxsteps=200)
    return sorted(float(sp.re(r)) for r in roots if sp.re(r) > 0)


qf = float(q)
n_par_formula = np.sqrt((1 + 10 * qf) / (1 - 4 * qf))
n_perp_formula = np.sqrt((1 - 4 * qf) / (1 - 12 * qf))
M_right = wave_matrix((0, 1, 0))
n_low, n_high = indices(M_right)
assert abs(n_high - n_par_formula) < 1e-12
assert abs(n_low - n_perp_formula) < 1e-12
# the slower wave is the one whose electric vector lies along B
assert abs(float(M_right[2, 2].subs(n_sym, n_high))) < 1e-12
assert abs(float(M_right[0, 0].subs(n_sym, n_low))) < 1e-12
slope_par, slope_perp = (n_high - 1) / qf, (n_low - 1) / qf
assert abs(slope_par - 7) < 0.02 and abs(slope_perp - 4) < 0.02
o_low, o_high = indices(wave_matrix((0, sp.Rational(3, 5), sp.Rational(4, 5))))
oblique_factor = (o_high - o_low) / (3 * qf)
assert abs(oblique_factor - 0.36) < 0.004
vacuum = 3 * A


# ---------------------------------------------------------------- helium
def helium(shells):
    """Singlet two-electron matrices; shells = (l, smallest exponent, ratio, count)."""
    basis = [[l, [a0 * ratio**k, 1.0]]
             for l, a0, ratio, count in shells for k in range(count)]
    mol = gto.M(atom='He 0 0 0', basis={'He': basis}, verbose=0)
    val, vec = np.linalg.eigh(mol.intor('int1e_ovlp'))
    assert val[0] > 1e-7
    X = (vec / np.sqrt(val)) @ vec.T
    n = len(X)
    I, J = np.triu_indices(n)
    norm = 1 / np.sqrt(2.0 * (1 + (I == J)))
    weight = 2 * np.outer(norm, norm)
    one = np.eye(n)

    def lift(op):
        return weight * (op[np.ix_(I, I)] * one[np.ix_(J, J)]
                         + one[np.ix_(I, I)] * op[np.ix_(J, J)]
                         + op[np.ix_(I, J)] * one[np.ix_(J, I)]
                         + one[np.ix_(I, J)] * op[np.ix_(J, I)])

    eri = mol.intor('int2e').reshape(n, n, n, n)
    for _ in range(4):
        eri = np.tensordot(eri, X, axes=(0, 0))
    Ic, Jc, Ir, Jr = I[:, None], J[:, None], I[None, :], J[None, :]
    repulsion = weight * (eri[Ic, Ir, Jc, Jr] + eri[Ic, Jr, Jc, Ir])
    core = X @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
    r = mol.intor('int1e_r')
    rr = mol.intor('int1e_rr').reshape(3, 3, n, n)
    lz = -1j * (X @ mol.intor('int1e_cg_irxp')[2] @ X)
    lz_values = np.linalg.eigvalsh(lz)
    assert np.allclose(lz_values, np.round(lz_values), atol=1e-7)
    assert round(lz_values[-1]) == max(s[0] for s in shells)
    return dict(H0=lift(core) + repulsion, x=lift(X @ r[0] @ X),
                z=lift(X @ r[2] @ X), Q=lift(X @ (rr[0, 0] + rr[1, 1]) @ X),
                Lz=lift(lz), orbitals=n, pairs=len(I))


def ground(H):
    """Lowest state by inverse iteration."""
    lu = lu_factor(H + 2.95 * np.eye(len(H)))
    psi = np.zeros(len(H), dtype=H.dtype)
    psi[np.argmin(np.diag(H).real)] = 1
    for _ in range(25):
        psi = lu_solve(lu, psi)
        psi /= np.linalg.norm(psi)
    return (psi.conj() @ H @ psi).real, psi


def response(H, energy, psi, dipoles, omega):
    """Polarizability and its second frequency derivative for each dipole."""
    out = np.zeros((len(dipoles), 2))
    base = H - energy * np.eye(len(H)) + np.outer(psi, psi.conj())
    shifts = ((omega, 1), (-omega, 1)) if omega else ((0.0, 2),)
    for shift, mult in shifts:
        lu = lu_factor(base - shift * np.eye(len(H)))
        for k, dip in enumerate(dipoles):
            d = dip @ psi
            v = lu_solve(lu, d)
            out[k, 0] += mult * (d.conj() @ v).real
            out[k, 1] += mult * 2 * (v.conj() @ lu_solve(lu, v)).real
    return out


def magnetic_parts(atom, omegas, step=5e-4):
    """Diamagnetic and Larmor parts of eta at each frequency."""
    data = {}
    for sign in (-1, 0, 1):
        H = atom['H0'] + sign * step * atom['Q']
        energy, psi = ground(H)
        if sign == 0:
            E0, psi0 = energy, psi
        for w in omegas:
            data[sign, w] = response(H, energy, psi, (atom['x'], atom['z']), w)
    parts = []
    for w in omegas:
        slope = (data[1, w][:, 0] - data[-1, w][:, 0]) / (2 * step)
        perp_dia, par = slope / 4
        larmor = data[0, w][0, 1] / 4
        parts.append(dict(alpha=data[0, w][1, 0], par=par, perp_dia=perp_dia,
                          larmor=larmor, delta=par - perp_dia - larmor))
    return E0, psi0, parts


a0 = const.physical_constants['Bohr radius'][0]
hartree = const.physical_constants['Hartree energy'][0]
wavelength = 1064e-9
omega = const.h * c / wavelength / hartree

small = helium([(0, 0.06, 2.8, 8), (1, 0.06, 2.8, 5), (2, 0.08, 2.8, 3)])
E_small, _, (small_static, small_opt) = magnetic_parts(small, (0.0, omega))


# Static anisotropy from total energies in finite electric and magnetic fields
def energy_anisotropy(F, B):
    H = small['H0'] + B / 2 * small['Lz'] + B**2 / 8 * small['Q']
    return -4 * (ground(H + F * small['z'])[0]
                 - ground(H + F * small['x'])[0]) / (F * B)**2


direct_static = (4 * energy_anisotropy(0.01, 0.04)
                 - energy_anisotropy(0.02, 0.08)) / 3
assert abs(direct_static / small_static['delta'] - 1) < 5e-3

# Optical anisotropy from the response of the full complex Hamiltonian
B_small = 0.01
H_B = small['H0'] + B_small / 2 * small['Lz'] + B_small**2 / 8 * small['Q']
E_B, psi_B = ground(H_B)
alpha_B = response(H_B, E_B, psi_B, (small['x'], small['z']), omega)[:, 0]
direct_optical = 2 * (alpha_B[1] - alpha_B[0]) / B_small**2
assert abs(direct_optical / small_opt['delta'] - 1) < 3e-3
small_pairs = small['pairs']
del small, H_B

main = helium([(0, 0.05, 2.7, 9), (1, 0.05, 2.6, 6),
               (2, 0.06, 2.5, 5), (3, 0.8, 2.5, 1)])
E_main, psi_main, (static, optical) = magnetic_parts(main, (0.0, omega))
d_z = main['z'] @ psi_main
sum_rule = 2 * (d_z @ (main['H0'] @ d_z) - E_main * (d_z @ d_z))
assert abs(sum_rule / 2 - 1) < 0.02
basis_change = optical['delta'] / small_opt['delta'] - 1
assert abs(basis_change) < 0.03
assert optical['perp_dia'] < optical['par'] < 0 < optical['larmor']
assert optical['delta'] > 0

# ---------------------------------------------------------------- comparison
alpha_unit = e**2 * a0**2 / hartree
B_unit = hbar / (e * a0**2)
eta_SI = optical['delta'] * alpha_unit / B_unit**2


def helium_per_atm(T):
    return const.atm / (const.k * T) * eta_SI / (4 * eps0)


T_room, T_ice = 293.15, 273.15
P_room = 12 * eps0 * const.k * T_room * A / eta_SI / const.atm
P_ice = 12 * eps0 * const.k * T_ice * A / eta_SI / const.atm
# the gas at this pressure, from polarizabilities at a definite field
B_lab, path = 2.5, 1.0
density = P_room * const.atm / (const.k * T_room)
b = B_lab / B_unit
a_par = optical['par'] * b**2 / 2
a_perp = (optical['perp_dia'] + optical['larmor']) * b**2 / 2
gas_dn = density * alpha_unit * (a_par - a_perp) / (2 * eps0)
vac_dn = vacuum * B_lab**2
assert abs(gas_dn / vac_dn - 1) < 1e-9
assert 3.9e-24 < vacuum < 4.1e-24
assert 1.5e-8 < P_room < 2.5e-8
gas_index = density * alpha_unit * optical['alpha'] / (2 * eps0)

print("VACUUM")
print(f"critical field Bc                    {B_crit:.4e} T")
print(f"coefficient A                        {A:.4e} T^-2")
print(f"loop quadrature / weak form, 0.05 Bc {loop_ratio:.6f}")
print(f"(n_par-1)/(A B^2) at A B^2=1e-4      {slope_par:.4f}")
print(f"(n_perp-1)/(A B^2) at A B^2=1e-4     {slope_perp:.4f}")
print(f"oblique factor, sin(theta)=0.6       {oblique_factor:.4f}")
print(f"birefringence 3A                     {vacuum:.4e} T^-2")
print("HELIUM, full CI (au = atomic units)")
print(f"orbitals, singlet pairs              {main['orbitals']}, {main['pairs']}")
print(f"singlet pairs, smaller basis         {small_pairs}")
print(f"ground energy                        {E_main:.5f} hartree")
print(f"ground energy, smaller basis         {E_small:.5f} hartree")
print(f"dipole sum rule (ideal 2)            {sum_rule:.4f}")
print(f"wavelength                           {wavelength*1e9:.0f} nm")
print(f"photon energy                        {omega:.5f} hartree")
for label, p in (("static", static), ("1064 nm", optical)):
    print(f"{label}: polarizability            {p['alpha']:.4f} au")
    print(f"{label}: eta_par                   {p['par']:.4f} au")
    print(f"{label}: eta_perp diamagnetic      {p['perp_dia']:.4f} au")
    print(f"{label}: eta_perp Larmor           {p['larmor']:.4f} au")
    print(f"{label}: Delta_eta                 {p['delta']:.4f} au")
print(f"smaller basis static, by parts       {small_static['delta']:.4f} au")
print(f"smaller basis static, by energies    {direct_static:.4f} au")
print(f"smaller basis 1064 nm, by parts      {small_opt['delta']:.4f} au")
print(f"smaller basis 1064 nm, full response {direct_optical:.4f} au")
print(f"change from smaller to main basis    {100*basis_change:.2f} %")
print("COMPARISON")
print(f"atomic unit of polarizability        {alpha_unit:.4e} C^2 m^2 J^-1")
print(f"atomic unit of magnetic field        {B_unit:.4e} T")
print(f"Delta_eta in SI                      {eta_SI:.4e} C^2 m^2 J^-1 T^-2")
print(f"helium at {T_room} K               {helium_per_atm(T_room):.4e} T^-2 atm^-1")
print(f"helium at {T_ice} K               {helium_per_atm(T_ice):.4e} T^-2 atm^-1")
print(f"matching pressure at {T_room} K    {P_room:.3e} atm")
print(f"the same in pascal                   {P_room*const.atm:.3e} Pa")
print(f"matching pressure at {T_ice} K    {P_ice:.3e} atm")
print(f"helium density at match, {T_room} K {density:.3e} m^-3")
print(f"helium n-1 at match                  {gas_index:.3e}")
print(f"Larmor frequency B/2 at 1 T          {0.5/B_unit:.3e} au")
print(f"example field, path                  {B_lab} T, {path} m")
print(f"vacuum n_par-n_perp in example       {vac_dn:.3e}")
print(f"phase retardation in example         {2*np.pi*path*vac_dn/wavelength:.3e} rad")
print("all assertions hold")
```

Output:

```
VACUUM
critical field Bc                    4.4140e+09 T
coefficient A                        1.3247e-24 T^-2
loop quadrature / weak form, 0.05 Bc 0.998578
(n_par-1)/(A B^2) at A B^2=1e-4      7.0004
(n_perp-1)/(A B^2) at A B^2=1e-4     4.0040
oblique factor, sin(theta)=0.6       0.3592
birefringence 3A                     3.9740e-24 T^-2
HELIUM, full CI (au = atomic units)
orbitals, singlet pairs              59, 1770
singlet pairs, smaller basis         741
ground energy                        -2.90192 hartree
ground energy, smaller basis         -2.89960 hartree
dipole sum rule (ideal 2)            2.0002
wavelength                           1064 nm
photon energy                        0.04282 hartree
static: polarizability            1.3870 au
static: eta_par                   -1.3705 au
static: eta_perp diamagnetic      -3.2106 au
static: eta_perp Larmor           0.7755 au
static: Delta_eta                 1.0645 au
1064 nm: polarizability            1.3899 au
1064 nm: eta_par                   -1.3784 au
1064 nm: eta_perp diamagnetic      -3.2289 au
1064 nm: eta_perp Larmor           0.7869 au
1064 nm: Delta_eta                 1.0636 au
smaller basis static, by parts       1.0588 au
smaller basis static, by energies    1.0585 au
smaller basis 1064 nm, by parts      1.0579 au
smaller basis 1064 nm, full response 1.0572 au
change from smaller to main basis    0.54 %
COMPARISON
atomic unit of polarizability        1.6488e-41 C^2 m^2 J^-1
atomic unit of magnetic field        2.3505e+05 T
Delta_eta in SI                      3.1740e-52 C^2 m^2 J^-1 T^-2
helium at 293.15 K               2.2436e-16 T^-2 atm^-1
helium at 273.15 K               2.4079e-16 T^-2 atm^-1
matching pressure at 293.15 K    1.771e-08 atm
the same in pascal                   1.795e-03 Pa
matching pressure at 273.15 K    1.650e-08 atm
helium density at match, 293.15 K 4.434e+17 m^-3
helium n-1 at match                  5.738e-13
Larmor frequency B/2 at 1 T          2.127e-06 au
example field, path                  2.5 T, 1.0 m
vacuum n_par-n_perp in example       2.484e-23
phase retardation in example         1.467e-16 rad
all assertions hold
```
